\section*{Outer fringe capacitance of a MOS gate from circular field lines}

\section*{The problem}

The gate of a MOS transistor is a block with a vertical sidewall. Beside it lies the horizontal surface of the source, separated from the gate's lower edge by the gate oxide. Field lines leave the sidewall, bend through a right angle and end on the source. The charge they carry gives the outer fringe capacitance, which is to be found here per unit width of the transistor.

Let the sidewall be $x=0$, $a<y<b$, where $a=t_{\rm ox}$ is the oxide thickness, $h=t_{\rm gate}$ is the sidewall height and $b=a+h$. The source surface is $y=0$, $x>0$. Both are treated as perfect conductors, the gate at potential $V>0$ and the source at zero. The space between them has uniform permittivity $\epsilon$, and nothing varies along the width. Work-function differences and fixed charge are left out: they shift the zero of $V$ or add constant charge, and so do not alter the capacitance of this linear model.

The algebra is in atomic units, where $\epsilon=\kappa/4\pi$ and $\kappa$ is the relative permittivity. With this $\epsilon$, the surface charge density on a conductor is $\epsilon$ times the outward normal field. The formulas written with $\epsilon$ therefore hold in SI units too.

\section*{(a) The field on circular lines}

\textit{Suppose that the field lines are quarter circles centred on the point $(0,0)$. Find the field strength, and decide whether such a field satisfies the laws of electrostatics.}

\textbf{Solution.} Use polar coordinates about $(0,0)$, with $\theta$ measured from the source surface, so that the sidewall is $\theta=\pi/2$. Two neighbouring lines of radii $r$ and $r+dr$ bound a tube of constant thickness $dr$. There is no charge in the dielectric, so the flux $\epsilon E\,dr$ is the same all along the tube. Hence $E$ is constant along each arc. The arc has length $\pi r/2$ and the potential drop along it is $V$:
\begin{equation}
E\,\frac{\pi r}{2}=V
\quad\Longrightarrow\quad
E(r)=\frac{2V}{\pi r}.
\end{equation}
The corresponding potential rises linearly with angle,
\begin{equation}
\phi=\frac{2V}{\pi}\theta ,\qquad
\mathbf E=-\nabla\phi=-\frac{2V}{\pi r}\,\hat{\boldsymbol\theta}.
\end{equation}
It is zero on the source and $V$ on the sidewall. Since $\phi$ does not depend on $r$ and is linear in $\theta$,
\begin{equation}
\nabla^2\phi=\frac1r\frac{\partial}{\partial r}
\left(r\frac{\partial\phi}{\partial r}\right)
+\frac1{r^2}\frac{\partial^2\phi}{\partial\theta^2}=0 .
\end{equation}
The circular field is thus a true electrostatic field. The approximation lies in where it is applied. It has no radial component, so it is the exact solution if insulating walls, meaning here walls that no field line can cross, lie along the arcs $r=a$ and $r=b$. In a transistor there are no such walls, and field spreads past both edges of the sidewall.

\section*{(b) The capacitance}

\textit{Find the capacitance per width in this approximation. Where on the sidewall does the charge sit, and what happens for a very low and a very high gate?}

\textbf{Solution.} On the sidewall $\hat{\boldsymbol\theta}=-\hat{\mathbf x}$, so the field there is $+\hat{\mathbf x}\,2V/\pi r$. It points out of the gate, and the surface charge is positive. On this wall $r=y$, so the charge per width is
\begin{equation}
Q=\int_a^b\epsilon\,\frac{2V}{\pi r}\,dr
=\frac{2\epsilon V}{\pi}\ln\frac ba .
\end{equation}
Dividing by $V$ and inserting $b/a=1+h/a$ gives
\begin{equation}
C_{\rm arc}=\frac{2\epsilon}{\pi}
\ln\left(1+\frac{t_{\rm gate}}{t_{\rm ox}}\right)
=\frac{\kappa}{2\pi^2}
\ln\left(1+\frac{t_{\rm gate}}{t_{\rm ox}}\right).
\label{arc}
\end{equation}
The second form is in atomic units.

A numerical solution of Laplace's equation on a square grid, with insulating walls at $r=1$ and $r=3$, tests this without assuming the shape of the lines. It gives $C/\epsilon=0.6993$, while $(2/\pi)\ln3=0.6994$.

The radius $r_{1/2}$ below which half the charge lies follows from
\begin{equation}
\ln\frac{r_{1/2}}a=\frac12\ln\frac ba
\quad\Longrightarrow\quad r_{1/2}=\sqrt{ab}.
\end{equation}
For a high gate this is far below mid-height: the short lines near the edge carry much of the charge. An arc that starts at height $r$ lands at $x=r$, so the source receives its charge with the same distribution.

For $h\ll a$, $\ln(1+h/a)\simeq h/a$ and
\begin{equation}
C_{\rm arc}\simeq\frac{\epsilon h}{\pi a/2},
\end{equation}
a parallel-plate capacitor of plate height $h$ and spacing equal to the arc length $\pi a/2$. Part (e) shows that this limit is poor when field can spread past the edge. For $h\gg a$ the growth is logarithmic, and doubling the gate height adds about $(2\epsilon/\pi)\ln2$.

\section*{(c) The direction of the error}

\textit{Take half of a symmetric gate block, $-L<x<0$, $a<y<b$, over a grounded plane $y=0$ that continues beneath it. No field crosses the symmetry plane $x=-L$. Show that $C_{\rm arc}$ enters a lower bound on the total capacitance.}

\textbf{Solution.} Let $\phi$ now be the true potential. Because $\nabla\cdot(\epsilon\nabla\phi)=0$,
\begin{equation}
\int\epsilon|\nabla\phi|^2\,dA
=\int\nabla\cdot(\epsilon\phi\nabla\phi)\,dA=VQ=CV^2 .
\end{equation}
In the boundary integral the grounded plane gives nothing because $\phi=0$ there, the symmetry plane gives nothing because no field crosses it, and the distant boundary gives nothing because the field decays. The gate gives $V$ times its charge.

The integrand is nowhere negative, so the integral is reduced if only two regions are kept: the strip under the gate, and the sector $a<r<b$, $0<\theta<\pi/2$. In the strip, drop also $(\partial_x\phi)^2$. At each $x$ the Cauchy--Schwarz inequality gives
\begin{equation}
V^2=\left(\int_0^a\partial_y\phi\,dy\right)^2
\le a\int_0^a(\partial_y\phi)^2dy .
\end{equation}
The strip therefore contributes at least $\epsilon V^2L/a$. In the sector, drop the radial derivative. At each $r$,
\begin{equation}
V^2=\left(\int_0^{\pi/2}\partial_\theta\phi\,d\theta\right)^2
\le\frac\pi2\int_0^{\pi/2}(\partial_\theta\phi)^2d\theta ,
\end{equation}
so that
\begin{equation}
\int_a^b\!\int_0^{\pi/2}\frac{\epsilon}{r^2}(\partial_\theta\phi)^2
\,r\,d\theta\,dr
\ge\epsilon V^2\,\frac2\pi\int_a^b\frac{dr}{r}=C_{\rm arc}V^2 .
\end{equation}
Adding the two regions,
\begin{equation}
C\ge\frac{\epsilon L}{a}+C_{\rm arc}.
\label{bound}
\end{equation}
Treating the plate and the arcs as separate capacitors thus underestimates the total. The bound concerns the whole gate charge and does not say how much of the excess sits on the sidewall. That needs the actual field at the edge.

\section*{(d) The field at the lower edge}

\textit{Let the gate block fill $x<0$, $y>a$, and let the grounded plane $y=0$ extend in both directions. Find the charge on the sidewall up to height $h$ above the edge, without assuming circular lines.}

\textbf{Solution.} Write $z=x+iy$ and map the upper half of a complex $w$ plane onto the dielectric by
\begin{equation}
\frac{dz}{dw}=\frac a\pi\,\frac{\sqrt{w+1}}{w}.
\label{map}
\end{equation}
The boundary is followed along the real $w$ axis.
\begin{itemize}
\item For $w>0$, $dz/dw$ is real and positive, and $z$ covers the real axis. This is the grounded plane.
\item A small half circle around $w=0$, from argument $0$ to $\pi$, changes $z$ by $(a/\pi)(i\pi)=ia$. This raises the boundary by the oxide thickness, far to the left under the gate.
\item As $w$ goes from $0$ to $-1$, both $dw$ and $dz/dw$ are negative, so $z$ moves right along the gate's lower face. Its edge is at $w=-1$.
\item For $w=-s$ with $s>1$, $\sqrt{w+1}=i\sqrt{s-1}$ and $dw=-ds$. Then $dz=i(a/\pi)\sqrt{s-1}\,ds/s$, which runs up the sidewall.
\end{itemize}
The potential $\phi=(V/\pi)\arg w$ is the imaginary part of $(V/\pi)\ln w$, hence harmonic. It is zero for $w>0$ and $V$ for $w<0$, as required.

A conformal map preserves flux, because lengths grow by the factor by which fields shrink. At $w=-s$ the field in the $w$ plane has magnitude $V/\pi s$. The charge between the edge and the point $s=W$ is therefore
\begin{equation}
Q_{\rm side}=\epsilon\int_1^W\frac{V}{\pi s}\,ds
=\frac{\epsilon V}{\pi}\ln W .
\end{equation}
The height of that point follows with $s=1+q^2$, $ds=2q\,dq$ and $W=1+p^2$:
\begin{equation}
h=\frac a\pi\int_1^W\frac{\sqrt{s-1}}{s}\,ds
=\frac{2a}\pi\int_0^p\frac{q^2}{1+q^2}\,dq .
\end{equation}
Since $q^2/(1+q^2)=1-1/(1+q^2)$, the result in terms of the parameter $p$ is
\begin{equation}
\frac ha=\frac2\pi(p-\arctan p),\qquad
C_{\rm side}=\frac\epsilon\pi\ln(1+p^2).
\label{side}
\end{equation}
The field at that height is the $w$-plane field divided by $|dz/dw|$:
\begin{equation}
E_{\rm side}=\frac{V}{\pi s}\,\frac{\pi s}{a\sqrt{s-1}}
=\frac{V}{ap}.
\label{field}
\end{equation}
It diverges at the perfectly sharp edge, $p\to0$, but its integral is finite.

A numerical solution of Laplace's equation for this block was compared with (\ref{side}) at heights from $0.1a$ to $100a$. The largest difference in $C/\epsilon$ was $0.0024$.

\section*{(e) The size of the edge error}

\textit{How does $C_{\rm side}-C_{\rm arc}$ depend on the height $h$ up to which the charge on the tall sidewall is counted? When may the arc formula be used?}

\textbf{Solution.} Let $u=h/a$ and $D=(C_{\rm side}-C_{\rm arc})/\epsilon$, so that
\begin{equation}
D=\frac1\pi\ln(1+p^2)-\frac2\pi\ln(1+u),\qquad
\frac{du}{dp}=\frac2\pi\frac{p^2}{1+p^2}.
\end{equation}
Differentiating $D$ with respect to $p$,
\begin{align}
\frac{dD}{dp}
&=\frac2\pi\frac{p}{1+p^2}
\left[1-\frac{2p/\pi}{1+u}\right]\nonumber\\
&=\frac2\pi\frac{p}{1+p^2}\,
\frac{1-(2/\pi)\arctan p}{1+u}>0 ,
\end{align}
where $1+u-2p/\pi=1-(2/\pi)\arctan p$ was used. This is positive because $\arctan p<\pi/2$. The error starts at zero and rises with height. For large $p$, $\arctan p\to\pi/2$, so $1+u\to2p/\pi$ and
\begin{equation}
D\to\frac2\pi\ln\frac{p}{1+u}=\frac2\pi\ln\frac\pi2=0.2875 .
\end{equation}
In this geometry, therefore,
\begin{equation}
0<C_{\rm side}-C_{\rm arc}<\frac{2\epsilon}\pi\ln\frac\pi2 .
\end{equation}
For $h\gg a$ the edge can be included by a factor inside the logarithm:
\begin{equation}
C_{\rm side}\simeq\frac{2\epsilon}{\pi}
\ln\left[\frac\pi2\left(1+\frac{t_{\rm gate}}{t_{\rm ox}}\right)\right].
\end{equation}

Close to the edge, for $h\ll a$, $p-\arctan p\simeq p^3/3$, hence $p\simeq(3\pi u/2)^{1/3}$ and
\begin{equation}
C_{\rm side}\simeq\frac{\epsilon p^2}\pi
=\frac\epsilon\pi\left(\frac{3\pi h}{2a}\right)^{2/3}.
\end{equation}
The arc formula is linear in $h$ here, so the ratio $C_{\rm side}/C_{\rm arc}$ grows without limit as $h/a\to0$, although the difference vanishes. This describes the lowest part of a tall wall, not a gate that is itself low. If the metal above height $h$ is removed, the potential there falls below $V$ and the field at the remaining sidewall rises, so for a low gate the arc formula falls short by even more. The values for the tall wall are:
\begin{center}
\begin{tabular}{cccc}
$h/a$ & $C_{\rm arc}/\epsilon$ & $C_{\rm side}/\epsilon$ & ratio\\
0.1 & 0.061 & 0.182 & 2.99\\
1 & 0.441 & 0.693 & 1.57\\
10 & 1.527 & 1.813 & 1.19\\
50 & 2.503 & 2.791 & 1.11
\end{tabular}
\end{center}
At $h=a$ the difference is already $0.252$, or 88\% of its limit. Most of the missing charge thus sits within one oxide thickness of the edge. Higher up, (\ref{field}) tends to $2V/\pi(a+h)$, which is the arc field. The arc formula is therefore usable only for high gates, and then as an estimate: it lies 36\% below $C_{\rm side}$ at $h=a$ and still 10\% below it at $h=50a$.

\section*{(f) A silicon transistor}

\textit{Evaluate the capacitance for $t_{\rm ox}=2$ nm, $t_{\rm gate}=100$ nm, $\kappa=3.9$ and $V=1.2$ V. Estimate the largest effects that the arc formula leaves out.}

\textbf{Solution.} The permittivity is $\epsilon=3.9\,\epsilon_0=0.03453$ fF/$\mu$m, and $\ln(1+100/2)=3.932$. Hence
\begin{equation}
C_{\rm arc}=\frac{2(0.03453)}{\pi}\,(3.932)
=0.0864\ {\rm fF}/\mu{\rm m},
\end{equation}
or $3.9(3.932)/2\pi^2=0.777$ atomic units. The arcs are between 3.1 and 160 nm long, and half the charge lies below $\sqrt{2\times102}=14.3$ nm.

\textit{Edges and top face.} The lower edge raises the sidewall value to $C_{\rm side}=0.0964$ fF/$\mu$m, 11.5\% above $C_{\rm arc}$. A real gate also ends at the top. Laplace's equation was solved numerically for a gate 100 nm long, in oxide throughout, with the whole plane $y=0$ grounded. The sidewall then has 0.104 fF/$\mu$m and half of the top face 0.015 fF/$\mu$m. Their sum, 0.119 fF/$\mu$m, is 1.38 times $C_{\rm arc}$. Refining the mesh changed the sum by 0.0004 and doubling the outer box by 0.0001 fF/$\mu$m. The total for the half device is 0.989 fF/$\mu$m, above the bound (\ref{bound}), which is 0.950 fF/$\mu$m.

\textit{Spacer and contact.} With the gate and the outer oxide held fixed, a silicon nitride spacer ($\kappa=7.5$) 50 nm wide, reaching from the source surface to the top of the gate, raises the sum of side and top from 0.119 to 0.205 fF/$\mu$m, a factor of 1.72. This holds for nitride in direct contact with gate and source. An oxide liner between the nitride and both surfaces fills the region near the edge where much of the charge lies, and it removes most of the gain: the sum is 0.145, 0.134 and 0.125 fF/$\mu$m for liners 5, 10 and 20 nm thick, factors of 1.22, 1.12 and 1.05. If instead the oxide is kept and a tall grounded wall stands 100 nm from the gate, the sum is about 0.13 fF/$\mu$m. Separate contact plugs no nearer than this wall would add less: they fill only part of the space behind its face, and removing grounded metal cannot increase the charge on the gate.

\textit{The source is not a perfect conductor.} Take an n-type source with $N=10^{20}$ cm$^{-3}$ and a gate 1.2 V negative relative to it, so that electrons are pushed away from the surface. Keep the circular tubes and assume a sharp depletion edge at depth $W_d$. With unit electron charge, the charge per area is $q=NW_d$, and the magnitude of the voltage is
\begin{equation}
|V|=\frac{\pi r}{2\epsilon}\,q+\frac{q^2}{2N\epsilon_{\rm Si}}
\ \Longrightarrow\
\frac{d|V|}{dq}=\frac{\pi r}{2\epsilon}+\frac{W_d}{\epsilon_{\rm Si}} .
\end{equation}
Each tube has the capacitance $dr/(d|V|/dq)$. On the shortest arc $W_d=0.79$ nm, and integration over $r$ gives 0.0855 fF/$\mu$m, 1.0\% below $C_{\rm arc}$. Near zero bias, $W_d$ is replaced by the screening length, 0.60 nm for these degenerate electrons at 300 K, and the reduction is 1.5\%. Since the two lengths are comparable, the sharp edge is a crude picture. It lets $W_d$ fall towards zero on the long arcs, whereas the responding depth under a depleting bias is not smaller than the screening length. A classical treatment with a smooth edge gives 1.8\% at 1.2 V, so the 1.0\% figure is too low. These estimates also treat the electrons classically. In fact the electron waves nearly vanish at the oxide, which places the responding charge deeper in the silicon and can raise the reduction to about 3\%. The effect is thus a few per cent, and it rises only slightly between zero bias and 1.2 V. Depletion of the gate itself, which occurs in an n-type polysilicon gate for the opposite sign of voltage, is not included.

\textit{High field and leakage.} The field under the gate is $1.2\ {\rm V}/2\ {\rm nm}=6.0$ MV/cm. The arc model gives at most $2/\pi$ of this, 3.8 MV/cm, but (\ref{field}) gives 6.8 MV/cm at 0.2 nm above a sharp edge. The arc model is thus unsuited to judging breakdown, for which 10 MV/cm is a rough oxide value. At such distances the rounding of the edge and the atomic structure matter too.

Electrons can also tunnel through the oxide. For a barrier of 3.1 eV and a tunnelling mass of 0.4 electron masses, both rough, the semiclassical exponent across 2 nm is 20.4. Multiplying the thermal current that strikes the barrier by $e^{-20.4}$ gives about 0.1 A/cm$^2$. Taking the conductance as current over voltage, it equals the capacitive admittance of the oxide near 10 kHz; the small-signal conductance is about three times larger. The estimate is uncertain by one to two orders of magnitude: a tunnelling mass of 0.5 alone lowers the current tenfold. At gigahertz frequencies the capacitive current is far larger in any case.

\textit{Comparison with real devices.} The dimensions are rough typical values for a planar silicon transistor with a polysilicon gate and a thin thermal oxide. Which of the effects computed here is largest depends on the spacer. Nitride in direct contact with gate and source, together with the edges and top face, brings the outer fringe to 2.4 times $C_{\rm arc}$. Nitride spacers commonly rest on an oxide liner; with a liner of 5 to 20 nm the figure is 1.7 to 1.4, and the edges and top face then matter more than the nitride. The gate--source capacitance of such a device also contains the part where the gate overlaps the source. An overlap of 10 nm, taken as a round figure, would give $\epsilon(10/2)=0.17$ fF/$\mu$m, twice $C_{\rm arc}$. When the channel is not inverted, the plane under the gate is no longer a conductor at source potential, and field lines from the gate's lower face to the side of the source add an inner fringe, which is not treated here.

For these dimensions (\ref{arc}) gives the scale of the outer fringe and its slow dependence on gate height, while the edges and the dielectric nearest the lower edge set the rest of the actual value. Most of the computed values are collected in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
sector r=1..3, C/eps numeric: 0.6993
sector r=1..3, C/eps formula: 0.6994
tall gate, largest C/eps deviation from map: 0.0024
limit of (C_side-C_arc)/eps: 0.2875
thin-gate exponent of C_side: 0.6666
tgate/tox=0.1: C_arc/eps=0.0607, C_side/eps=0.1816
tgate/tox=1: C_arc/eps=0.4413, C_side/eps=0.6934
tgate/tox=10: C_arc/eps=1.5265, C_side/eps=1.8130
tgate/tox=50: C_arc/eps=2.5031, C_side/eps=2.7905
tox: 2 nm; tgate: 100 nm; gate length: 100 nm
voltage: 1.2 V; temperature: 300 K
relative permittivity oxide: 3.9, nitride: 7.5, silicon: 11.7
source doping: 1.0e+20 cm^-3
ln(1+tgate/tox): 3.9318
C_arc: 0.08643 fF/um
C_arc in atomic units: 0.7768
shortest arc: 3.142 nm; longest arc: 160.2 nm
radius enclosing half the charge: 14.28 nm
C_side, tall gate: 0.09636 fF/um
bottom-edge correction to C_arc: 11.5 %
finite gate, side: 0.10445 fF/um
finite gate, top half-face: 0.01467 fF/um
finite gate, side+top: 0.11912 fF/um
side+top relative to C_arc: 1.378
mesh shift of side+top: -0.000352 fF/um
box shift of side+top: 0.000105 fF/um
half-device total: 0.98917 fF/um
lower bound, plate+C_arc: 0.94972 fF/um
nitride spacer width: 50 nm; contact distance: 100 nm
nitride spacer, side+top: 0.20468 fF/um
contact wall, side+top: 0.13452 fF/um
depletion depth at shortest arc: 0.790 nm
C_arc with source depletion: 0.08553 fF/um
source Fermi level above band edge: 2.47 kT
source screening length: 0.599 nm
C_arc with small-bias screening: 0.08511 fF/um
field V/tox: 6.00 MV/cm
arc-model peak field: 3.82 MV/cm
sidewall field 0.2 nm above edge: 6.84 MV/cm
rough oxide breakdown field: 10 MV/cm
rough barrier: 3.1 eV; tunnelling mass: 0.4 m_e
WKB exponent across tox: 20.44
rough tunnelling current: 1.1e-01 A/cm^2
conduction/displacement crossover: 8.6e+03 Hz
\end{verbatim}
